# Small-component symmetry of Dirac spinors and the tetrahedral exchange of doublets

## What goes wrong if both halves are given $\Gamma_6$

Take an electron in a potential of tetrahedral symmetry and expand its Dirac spinor in symmetry-adapted functions. Suppose the two large components are built to transform as the doublet $\Gamma_6$ of the double group of $T_d$, and the two small components are given the same $\Gamma_6$. Every matrix element of $\boldsymbol\sigma\cdot\mathbf p$ between the two halves then vanishes by symmetry. The halves decouple, and the electron is left with potential energy but no kinetic energy.

The cause is that $\boldsymbol\sigma\cdot\mathbf p$, which links the halves, is unchanged by rotations but changes sign under reflections. The irrep of the small components is therefore found by multiplying that of the large ones by the pseudoscalar irrep. For $\Gamma_6$ this gives a different irrep; for some other irreps the label is unchanged.

## Setting and conventions

With the rest energy removed, the one-electron Dirac operator is

$$
h=\begin{pmatrix}V & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & V-2mc^2\end{pmatrix},\qquad \Psi=\begin{pmatrix}\varphi\\ \chi\end{pmatrix}.
$$

Here $V(\mathbf r)$ is a real electrostatic potential, invariant under a point group $G$, and there is no magnetic field. Both $\varphi$ (large) and $\chi$ (small) are two-component spinors. Atomic units are used, so $\hbar=m=1$ in the formulas below.

An operation $g$ has an orthogonal matrix $R$ with $\det R=\pm1$; I write $d_g=\det R$. It acts on functions by

$$(O_gf)(\mathbf r)=f(R^{-1}\mathbf r).$$

Spin is an axial vector, so it responds to the proper matrix $P=d_gR$. Let $u_g$ be an SU(2) matrix for $P$. Inversion has $P=1$ and leaves spin alone. The ordinary Pauli-spinor operation is $U_g=u_gO_g$. The two choices $\pm u_g$ are the two double-group elements belonging to $g$.

The pseudoscalar irrep $\Gamma_{\rm ps}$ is one-dimensional and assigns the number $d_g$ to $g$.

**Statement.** If the large components of a set of partner eigenspinors carry the irrep $\Gamma$ under $U_g$, the small components carry $\Gamma\otimes\Gamma_{\rm ps}$ under the same $U_g$.

## How $\boldsymbol\sigma\cdot\mathbf p$ transforms

For the momentum, put $k=O_g^{-1}f$, so that $k(\mathbf r)=f(R\mathbf r)$. The chain rule gives

$$\partial_jk(\mathbf r)=\sum_iR_{ij}(\partial_if)(R\mathbf r).$$

Applying $O_g$ replaces $\mathbf r$ by $R^{-1}\mathbf r$. Multiplying by $-i$ then yields

$$O_gp_jO_g^{-1}=\sum_iR_{ij}p_i .$$

For the spin, write $u=e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}$ and define $\mathbf b(\theta)$ by $u(\boldsymbol\sigma\cdot\mathbf a)u^{-1}=\boldsymbol\sigma\cdot\mathbf b$. Differentiation gives

$$
\boldsymbol\sigma\cdot\frac{d\mathbf b}{d\theta}=-\frac i2[\mathbf n\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]
=-\frac i2\,2i(\mathbf n\times\mathbf b)\cdot\boldsymbol\sigma=(\mathbf n\times\mathbf b)\cdot\boldsymbol\sigma .
$$

So $\mathbf b$ is $\mathbf a$ rotated by $\theta$ about $\mathbf n$, that is, $\mathbf b=P\mathbf a$. Choosing $\mathbf a$ along axis $j$,

$$u_g\sigma_ju_g^{-1}=\sum_iP_{ij}\sigma_i=d_g\sum_iR_{ij}\sigma_i .$$

Spin matrices commute with spatial operations, so the two rules combine:

$$
U_g(\boldsymbol\sigma\cdot\mathbf p)U_g^{-1}=d_g\sum_{ik}\Big(\sum_jR_{ij}R_{kj}\Big)\sigma_ip_k=d_g\,\boldsymbol\sigma\cdot\mathbf p ,
$$

because orthogonality makes the bracket $\delta_{ik}$. Equivalently,

$$U_g\,\boldsymbol\sigma\cdot\mathbf p=d_g\,\boldsymbol\sigma\cdot\mathbf p\,U_g. \tag{1}$$

## The symmetry operation on four components

For an improper operation, (1) shows that $\mathrm{diag}(U_g,U_g)$ does not commute with $h$. The operation that does is

$$W_g=\begin{pmatrix}U_g&0\\0&d_gU_g\end{pmatrix}.$$

The diagonal blocks commute because $V$ is invariant. In the upper right block, $W_gh$ has $cU_g\boldsymbol\sigma\cdot\mathbf p$ and $hW_g$ has $c\,\boldsymbol\sigma\cdot\mathbf p\,d_gU_g$; these agree by (1). In the lower left, $d_gU_g\boldsymbol\sigma\cdot\mathbf p=d_g^2\boldsymbol\sigma\cdot\mathbf p\,U_g=\boldsymbol\sigma\cdot\mathbf p\,U_g$, as required. A common phase of both blocks is a convention. Their relative sign is fixed by $h$.

Let $\Psi_k$ be partners in one irrep, with matrices $D(g)$:

$$W_g\Psi_k=\sum_l\Psi_lD_{lk}(g).$$

The upper half reads $U_g\varphi_k=\sum_l\varphi_lD_{lk}$. The lower half reads $d_gU_g\chi_k=\sum_l\chi_lD_{lk}$. Multiplying the latter by $d_g$ and using $d_g^2=1$,

$$U_g\chi_k=\sum_l\chi_l\,d_gD_{lk}(g). \tag{2}$$

This is the stated product. The small component was not eliminated and no expansion in $1/c$ was made.

One point remains: a half that vanished would carry nothing. If $\chi=0$, the lower row of $h\Psi=E\Psi$ gives $\boldsymbol\sigma\cdot\mathbf p\,\varphi=0$. Applying $\boldsymbol\sigma\cdot\mathbf p$ again gives $p^2\varphi=0$. In momentum space this confines $\varphi$ to $\mathbf p=0$, which no nonzero square-integrable function allows. Then $\Psi=0$, a contradiction. If $\varphi=0$, the upper row excludes $\Psi\neq0$ in the same way.

Nor can part of the multiplet be lost. The combinations of partners whose small half vanishes form an invariant subspace of an irrep. It is either zero or everything, and the second case has just been excluded. The same holds for the large half.

## Moving the factor into the spatial functions

The complete four-spinor belongs to one irrep, here named after its large half. The factor $\Gamma_{\rm ps}$ appears when both halves are examined with the same Pauli operation.

It can be moved entirely into the spatial functions. Let $\Gamma_{1/2}$ be the two-dimensional representation formed by $u_g$ itself (irreducible for $T_d$, reducible for some smaller groups). A spatial irrep $\lambda$ may occur in the large half if $\lambda\otimes\Gamma_{1/2}$ contains $\Gamma$. It may occur in the small half if $\lambda\otimes\Gamma_{1/2}$ contains $\Gamma\otimes\Gamma_{\rm ps}$. Multiplying the second condition by $\Gamma_{\rm ps}$, whose square is the identity irrep, turns it into

$$(\lambda\otimes\Gamma_{\rm ps})\otimes\Gamma_{1/2}\ \text{contains}\ \Gamma .$$

The spatial irreps allowed in the small half are thus those of the large half, each multiplied by $\Gamma_{\rm ps}$.

Two simpler cases show the range of the rule. If $G$ contains inversion, $d_g=-1$ for inversion and the halves have opposite spatial parity. If $G$ contains proper rotations alone, $\Gamma_{\rm ps}$ is the identity irrep and both halves have the same label. The tetrahedral group lies between them: it has no inversion, yet it has improper operations.

## The tetrahedral group

The character of $u_g$ is $2\cos(\theta/2)$, where $\theta$ is the angle of the proper matrix $P$. For $S_4$, $P$ is a quarter turn; for a reflection $\sigma_d$, it is a half turn. One lift $u_g$ is chosen per operation.

| | $E$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $\Gamma_{\rm ps}=A_2$ | 1 | 1 | 1 | −1 | −1 |
| $\Gamma_6$ | 2 | 1 | 0 | $\sqrt2$ | 0 |
| $\Gamma_7$ | 2 | 1 | 0 | $-\sqrt2$ | 0 |
| $\Gamma_8$ | 4 | −1 | 0 | 0 | 0 |

The row $\Gamma_6$ is $\Gamma_{1/2}$. The row $\Gamma_7$ is its product with $A_2$, and $\Gamma_8=E\otimes\Gamma_6$. The two doublets are inequivalent, since their character overlap is

$$\frac{1}{24}\big(4+8\cdot1-6\cdot2\big)=0 .$$

Multiplication by $A_2$ changes the sign of the last two columns. Hence

$$\Gamma_6\otimes A_2=\Gamma_7,\qquad \Gamma_7\otimes A_2=\Gamma_6,\qquad \Gamma_8\otimes A_2=\Gamma_8 .$$

For $\Gamma_8$ the label is unchanged, but by (2) the matrices of the two halves still differ in sign for improper operations. They are equivalent, not equal. A small component $\chi_k$ need not transform like the large component $\varphi_k$ with the same partner index.

The spatial content follows from products with $\Gamma_6$. Clearly $A_1$ gives $\Gamma_6$, $A_2$ gives $\Gamma_7$ and $E$ gives $\Gamma_8$. The characters of $T_1$ are $(3,0,-1,1,-1)$, so $T_1\otimes\Gamma_6$ has $(6,0,0,\sqrt2,0)$, which is the sum of the rows $\Gamma_6$ and $\Gamma_8$. Multiplying by $A_2$ gives $T_2\otimes\Gamma_6=\Gamma_7+\Gamma_8$. Therefore:

| Level | Large half | Small half |
|---|---|---|
| $\Gamma_6$ | $A_1,T_1$ | $A_2,T_2$ |
| $\Gamma_7$ | $A_2,T_2$ | $A_1,T_1$ |
| $\Gamma_8$ | $E,T_1,T_2$ | $E,T_1,T_2$ |

## The exchange seen in explicit spinors

Let $f$ depend on $s=r^2$, with $f'=df/ds$, and let $\eta$ be a constant spinor. Then $f\eta$ has spatial irrep $A_1$ and belongs to $\Gamma_6$. Since $\partial_if=2x_if'$,

$$\boldsymbol\sigma\cdot\mathbf p\,f\eta=-2if'\,\boldsymbol\sigma\cdot\mathbf r\,\eta .$$

The functions $x,y,z$ span $T_2$, so the result is of type $\Gamma_7$. In the other direction,

$$
\boldsymbol\sigma\cdot\mathbf p\,(\boldsymbol\sigma\cdot\mathbf r\,f\eta)
=-i\sum_{ij}\sigma_i\sigma_j(\delta_{ij}f+2x_ix_jf')\eta
=-i(3f+2sf')\eta ,
$$

where $\sum_i\sigma_i^2=3$ and $(\boldsymbol\sigma\cdot\mathbf r)^2=s$. This is again $A_1$ times a constant spinor. In an atom these are the familiar pairs: an $s_{1/2}$ large half with a $p_{1/2}$ small half, and the reverse.

## Kramers pairs

Time reversal is $\Theta=-i\sigma_yK$ on each half, with $K$ complex conjugation. It reverses both $\boldsymbol\sigma$ and $\mathbf p$, so it commutes with $\boldsymbol\sigma\cdot\mathbf p$. As $V$ is real, it commutes with $h$. It also commutes with $U_g$: $O_g$ is real, and an SU(2) matrix has the form $w-i\mathbf q\cdot\boldsymbol\sigma$ with real $w,\mathbf q$, where $\Theta$ reverses both $i$ and $\boldsymbol\sigma$.

Because $\Theta^2=-1$ and $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, setting $a=\Psi$, $b=\Theta\Psi$ gives $-\langle\Theta\Psi|\Psi\rangle=\langle\Theta\Psi|\Psi\rangle$, so $\Psi$ and $\Theta\Psi$ are orthogonal. A doublet level without accidental degeneracy is therefore one Kramers pair. If $W_g\Psi=a\Psi+b\,\Theta\Psi$, applying $\Theta$ gives $W_g\Theta\Psi=a^*\Theta\Psi-b^*\Psi$, hence

$$D(g)=\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix},\qquad |a|^2+|b|^2=1 .$$

This is an SU(2) matrix, and so is $-D(g)$. Both describe the same rotation of the pseudospin vector of the pair. The large and small halves thus share the same pseudospin rotations; they differ in which of the two lifts accompanies an improper operation. That difference is what separates $\Gamma_6$ from $\Gamma_7$.

## A model of four overlapping wells

One electron moves in four attractive Gaussian wells centred at $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$ times $0.03$ bohr. Each has depth $V_0=8000$ hartree and form $e^{-\rho^2/w^2}$, with $\rho$ the distance from its centre and $w=0.05$ bohr. The wells overlap so strongly that their sum has one minimum, at the origin, instead of four separate ones. These are round model parameters, chosen to make the small half visible. The basis consists of oscillator functions, with one more quantum for the small half than for the large. It therefore contains $\boldsymbol\sigma\cdot\mathbf p$ acting on every large function, but its small functions are not selected by symmetry.

| Level | $E$ (hartree) | Small weight | Large | Small |
|---|---|---|---|---|
| 1 | −8497 | 0.031 | $\Gamma_6$ | $\Gamma_7$ |
| 2 | −7119 | 0.045 | $\Gamma_7$ | $\Gamma_6$ |
| 3 | −7043 | 0.049 | $\Gamma_8$ | $\Gamma_8$ |

Enlarging the basis by two quanta moved these energies by less than 0.6 hartree; this is an indication of convergence, not an error bound. The irreps were identified from the computed eigenvectors. The relation $D_{\rm small}=d_gD_{\rm large}$ was tested for all 24 operations and the lowest six levels; the numerical output gives the details.

The size of the small half can be checked by hand. At the origin each well contributes $e^{-3(0.03)^2/(0.05)^2}=e^{-1.08}=0.3396$, so $V(0)=-4(8000)(0.3396)=-10\,867$ hartree. The curvature along any axis is

$$
\omega^2=\frac{10\,867}{w^2}\Big(2-\frac{4(0.03)^2}{w^2}\Big)=\frac{10\,867\times0.56}{0.0025}=2.43\times10^6 ,
$$

so $\omega=1560$ hartree. The harmonic zero-point energy is $\tfrac32\omega=2340$ hartree, half of it kinetic. To leading order $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$, whose weight is $\langle p^2\rangle/(4c^2)=T/(2c^2)$, with $T$ the kinetic energy. This gives $1170/37\,558=0.031$, in agreement with level 1. The agreement to two digits is partly fortunate: the harmonic estimate of $T$ is somewhat low, while the leading-order formula for the weight is somewhat high, and the two errors nearly cancel here.

## Reading the spatial weights

In level 1 the large half is nearly pure $A_1$, with a $T_1$ weight of $1.8\times10^{-5}$. Its origin follows from eliminating $\chi$. With $k(\mathbf r)=c^2/(E+2c^2-V)$, the kinetic operator for $\varphi$ is

$$(\boldsymbol\sigma\cdot\mathbf p)k(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot k\mathbf p+\boldsymbol\sigma\cdot(\nabla k\times\mathbf p).$$

This uses $\sigma_i\sigma_j=\delta_{ij}+i\sum_l\epsilon_{ijl}\sigma_l$, $\mathbf pk=k\mathbf p-i\nabla k$ and $\mathbf p\times\mathbf p=0$. The first term conserves the spatial irrep; the second, spin–orbit coupling, mixes $A_1$ with $T_1$. It also splits the sixfold $T_2$ level into levels 2 and 3, which lie 76 hartree apart.

Level 2 shows how the shape of the well enters the small half. Its dominant $T_2$ part can be written $\boldsymbol\sigma\cdot\mathbf A\,\eta$, where $A_x,A_y,A_z$ transform as $x,y,z$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,(\boldsymbol\sigma\cdot\mathbf A\,\eta)=-i\big(\nabla\cdot\mathbf A+i\boldsymbol\sigma\cdot\nabla\times\mathbf A\big)\eta .$$

The divergence is $A_1$ and the curl is $T_1$. The small half is $\chi=(k/c)\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$, and the factor $k$ is invariant under $G$, so it leaves these spatial irreps unchanged. For a $p_{1/2}$ level in a central field $\mathbf A=\mathbf rf$ has no curl, and the small half is pure $A_1$. Here the weights are 0.904 for $A_1$ and 0.096 for $T_1$. The tetrahedral potential admits further $T_2$ functions such as $(yz,zx,xy)$ times a radial factor, whose curl is nonzero when that factor varies.

Level 3 has a comparable central limit. A $p_{3/2}$ large half has a $d_{3/2}$ small half. Averaged over its four partners, the latter fills the five $d$ functions equally, by rotational invariance: $2/5$ in $E$ and $3/5$ in $T_2$. The computed weights are 0.42 and 0.55, with the remaining 0.03 in $T_1$.

## Conditions

The proof needs $h$ to commute with $W_g$. Adding a constant times the unit matrix to both off-diagonal blocks violates this: the added term does not change sign under $U_g$ for improper operations, as $\boldsymbol\sigma\cdot\mathbf p$ does. Improper operations then cease to be symmetries, and with proper rotations alone $\Gamma_6$ and $\Gamma_7$ have identical characters.

In a magnetic field, $\mathbf p$ is replaced by $\mathbf p+\mathbf A_{\rm m}/c$, with $\mathbf A_{\rm m}$ the vector potential. For operations under which $\mathbf A_{\rm m}(\mathbf r)$ transforms like $\mathbf p$, equation (2) survives. The Kramers argument does not, and the proof that neither half vanishes must be re-examined.

If two irreps are accidentally degenerate, the statement applies to each irreducible set separately. For a mean-field operator it holds when the mean field commutes with $W_g$, again provided that neither half vanishes.

## Table of computed values

```
speed of light c = 137.035999 a.u.; 2mc^2 = 37557.73 hartree
depth of each well = 8000 hartree
well width = 0.05 bohr; vertex coordinate = 0.03 bohr
oscillator length = 0.023 bohr
max quanta: large 9, small 10; coarse run: 7, 8
spatial functions: large 220, small 286
Gamma6: S4 character +1.414214; allowed spatial irreps A1, T1
Gamma7: S4 character -1.414214; allowed spatial irreps A2, T2
Gamma8: S4 character +0.000000; allowed spatial irreps E, T1, T2
Levels, lowest first (irreps under the same Pauli operations):
level 1: E = -8497.259 hartree, degeneracy 2, large Gamma6, small Gamma7
   coarse-basis E = -8497.220 hartree; small-component weight = 0.03136
   S4 character: large +1.414214, small -1.414214
level 2: E = -7119.018 hartree, degeneracy 2, large Gamma7, small Gamma6
   coarse-basis E = -7118.487 hartree; small-component weight = 0.04541
   S4 character: large -1.414214, small +1.414214
level 3: E = -7042.640 hartree, degeneracy 4, large Gamma8, small Gamma8
   coarse-basis E = -7042.059 hartree; small-component weight = 0.04912
   S4 character: large +0.000000, small -0.000000
level 4: E = -5846.568 hartree, degeneracy 2, large Gamma6, small Gamma7
   coarse-basis E = -5842.937 hartree; small-component weight = 0.06074
   S4 character: large +1.414214, small -1.414214
level 5: E = -5695.907 hartree, degeneracy 4, large Gamma8, small Gamma8
   coarse-basis E = -5692.912 hartree; small-component weight = 0.06091
   S4 character: large -0.000000, small -0.000000
level 6: E = -5625.879 hartree, degeneracy 2, large Gamma7, small Gamma6
   coarse-basis E = -5622.687 hartree; small-component weight = 0.06483
   S4 character: large -1.414214, small +1.414214
Spatial-irrep weights, each component normalized to 1:
level 1 (Gamma6) large: A1 1.000e+00, A2 <1e-12, E <1e-12, T1 1.834e-05, T2 <1e-12
level 1 (Gamma6) small: A1 <1e-12, A2 4.253e-11, E <1e-12, T1 <1e-12, T2 1.000e+00
level 2 (Gamma7) large: A1 <1e-12, A2 1.912e-10, E <1e-12, T1 <1e-12, T2 1.000e+00
level 2 (Gamma7) small: A1 9.044e-01, A2 <1e-12, E <1e-12, T1 9.560e-02, T2 <1e-12
level 3 (Gamma8) large: A1 <1e-12, A2 <1e-12, E 1.026e-05, T1 7.602e-06, T2 1.000e+00
level 3 (Gamma8) small: A1 <1e-12, A2 <1e-12, E 4.235e-01, T1 2.507e-02, T2 5.514e-01
largest error of U(sigma.p) = det(g)(sigma.p)U: 1.6e-16
largest error of D_small = det(g) D_large: 2.8e-15
largest time-reversal leakage out of a level: 1.7e-13
relative change of V under inversion: 0.247
```
